\section*{Film thickness from one ellipsometric pair by a quadratic phase-factor equation}

\section{The decision and the data}

During deposition of a transparent film, an ellipsometer reading must be turned into a decision to continue or stop. The inversion below gives a thickness from one reading without a starting guess. It also shows when that thickness should not be used: when two phase factors fit, when neither fits, or when an additional thickness period cannot be excluded.

The data are the angles $\Psi$ and $\Delta$, combined into
\begin{equation}
\rho=\frac{r_p}{r_s}=\tan\Psi\,e^{i\Delta}.
\end{equation}
Here $r_p$ and $r_s$ are the reflection amplitudes for electric field in and perpendicular to the plane of incidence. The vacuum wavelength $\lambda$ and the incidence angle $\phi$ are known, with $0<\phi<90^\circ$.

The model has an ambient of index 1, an isotropic uniform film of known real index $n_1>1$ and unknown thickness $d$, and a thick substrate of known index $N_2=n_2-ik_2$. The interfaces are flat, and the light is monochromatic and fully coherent. Fields vary as $e^{i\omega t}$, so a wave $e^{-i2\pi Nz/\lambda}$ decays towards positive $z$ when $k_2>0$.

\section{From the fields to a quadratic}

Let $S=\sin\phi$. The tangential wave number is the same in every layer, so the normal wave number in layer $j$, in units of $2\pi/\lambda$, is
\begin{equation}
q_j=\sqrt{N_j^2-S^2},\qquad q_0=\cos\phi,\qquad q_1=\sqrt{n_1^2-S^2}.
\end{equation}
For the substrate, the square root with positive real part is taken.

For $s$ light, the tangential magnetic field is proportional to $q_jE$, with opposite signs for the two directions of travel. Continuity at an interface $i/j$ gives $1+r=t$ and $q_i(1-r)=q_jt$. Eliminating $t$ gives
\begin{equation}
r_{ij}^{s}=\frac{q_i-q_j}{q_i+q_j}.
\end{equation}
For $p$ light, use the magnetic amplitude. The tangential electric field is then proportional to $q_jH/N_j^2$, so $q_j$ is replaced by $q_j/N_j^2$:
\begin{equation}
r_{ij}^{p}=\frac{N_j^2q_i-N_i^2q_j}{N_j^2q_i+N_i^2q_j}.
\end{equation}
At normal incidence $q_j=N_j$ and $r^p_{ij}=-r^s_{ij}$. This fixes the sign convention for $\Delta$.

Write $a=r^p_{01}$, $b=r^p_{12}$, $c=r^s_{01}$ and $g=r^s_{12}$. One round trip through the film contributes
\begin{equation}
X=e^{-4\pi iq_1d/\lambda}=e^{-2\pi id/P},\qquad P=\frac{\lambda}{2q_1}.
\end{equation}
For $p$ light, reversing the first interface gives $r_{10}=-a$. The transmission factors are $t_{01}=1+a$ and $t_{10}=1-a$, with product $1-a^2$. Summing the internal reflections gives
\begin{align}
r_p&=a+(1-a^2)bX\sum_{m=0}^{\infty}(-abX)^m\nonumber\\
&=a+\frac{(1-a^2)bX}{1+abX}
=\frac{a+bX}{1+abX}.
\end{align}
The terms $a^2bX$ and $-a^2bX$ cancel in the last numerator. The series converges because $|abX|<1$ for a real thickness and the passive substrates considered here. The same sum for $s$ light gives $r_s=(c+gX)/(1+cgX)$. Therefore
\begin{equation}
\rho=\frac{(a+bX)(1+cgX)}{(1+abX)(c+gX)}.
\end{equation}
Clear the denominator and expand both sides:
\begin{align}
&\rho\left[c+(g+abc)X+abgX^2\right]\nonumber\\
&\qquad=a+(b+acg)X+bcgX^2.
\end{align}
Collecting powers of $X$ gives
\begin{equation}
AX^2+BX+C=0,
\label{quadratic}
\end{equation}
\begin{align}
A&=bg(\rho a-c),\nonumber\\
B&=\rho(g+abc)-(b+acg),\nonumber\\
C&=\rho c-a.
\end{align}

A real thickness requires $|X|=1$. Its phase gives
\begin{equation}
d_m=P\,\frac{(-\arg X)\bmod 2\pi}{2\pi}+mP,\qquad m=0,1,2,\ldots
\label{thickness}
\end{equation}
One pair therefore determines thickness modulo $P$. The integer $m$ needs other information.

\section{What the rejected root means}

Allow a complex thickness for a moment. The logarithm of $X=e^{-2\pi id/P}$ gives $d=iP\ln X/(2\pi)$, whose imaginary part is $P\ln|X|/(2\pi)$. The second root thus reproduces the same $\rho$ with a thickness that is not real. It is a solution of the algebra and not of the physical problem, unless its modulus is also one.

For exact data, let $X$ be the physical root and $X'$ the other. Since $XX'=C/A$ and $|X|=1$,
\begin{equation}
|X'|=\frac{|\rho c-a|}{|bg|\,|\rho a-c|}.
\label{rejected}
\end{equation}
This number shows how well the unit-modulus rule separates the roots. If it is one and $X'\ne X$, two thicknesses within one period give the same reading, and both must be kept.

A sufficient condition for uniqueness follows. Because $a$ and $c$ are real,
\begin{align}
&|\rho c-a|^2-|\rho a-c|^2\nonumber\\
&=|\rho|^2c^2+a^2-2ac\,\mathrm{Re}\,\rho
-|\rho|^2a^2-c^2+2ac\,\mathrm{Re}\,\rho\nonumber\\
&=(c^2-a^2)(|\rho|^2-1).
\label{difference}
\end{align}
To find the sign of $c^2-a^2$, put $u=q_1/q_0$. Then $c=(1-u)/(1+u)$ and $a=(n_1^2-u)/(n_1^2+u)$. Also
\begin{equation}
u^2-n_1^2=\frac{n_1^2-S^2}{1-S^2}-n_1^2
=\frac{(n_1^2-1)S^2}{1-S^2}>0,
\end{equation}
so $u>n_1>1$. The inequality $a>c$ holds because $(n-u)/(n+u)$ increases with $n$. The inequality $a<-c$ becomes, after multiplication by positive denominators,
\begin{equation}
(n_1^2-u)(u+1)<(u-1)(n_1^2+u),
\end{equation}
which reduces to $n_1^2<u^2$. Hence $|a|<|c|$.

The substrate coefficients also have modulus below one when $\mathrm{Re}\,q_2>0$. For $g$,
\begin{equation}
|q_1-q_2|^2-|q_1+q_2|^2=-4q_1\mathrm{Re}\,q_2<0.
\end{equation}
For $b$ the same argument needs $\mathrm{Re}(q_2/N_2^2)>0$. Since $N_2^2=q_2^2+S^2$,
\begin{equation}
\mathrm{Re}\frac{q_2}{N_2^2}
=\frac{(|q_2|^2+S^2)\,\mathrm{Re}\,q_2}{|N_2|^4}>0.
\end{equation}
If $\Psi\ge45^\circ$, then $|\rho|\ge1$ and Eq.~(\ref{difference}) is not negative. Equation~(\ref{rejected}) then gives $|X'|\ge1/|bg|>1$, provided $A\ne0$. The physical root is unique. Below $45^\circ$ this argument does not decide, and the second modulus must be inspected.

There is another safe case. At the film's Brewster angle, $\tan\phi=n_1$, we have $a=0$ and $r_p=bX$. Thus $|\rho|=|b|/|r_s|$, and Eq.~(\ref{rejected}) becomes
\begin{equation}
|X'|=\frac{|\rho|}{|bg|}=\frac{1}{|g|\,|r_s|}>1
\end{equation}
for nonzero $b$ and $g$. The last step uses $|g|<1$ and $|r_s|\le1$ for a passive sample. Uniqueness here does not depend on $\Psi$.

\section{Implementation and cost}

Subtracting nearly equal numbers in the usual quadratic formula can spoil the smaller root. Choose the sign of $s=\pm\sqrt{B^2-4AC}$ that makes $|B+s|$ larger, and set
\begin{equation}
Q=-\frac{B+s}{2},\qquad X_1=\frac CQ,\qquad X_2=\frac QA.
\label{stable}
\end{equation}
The second expression is the standard root, and the first follows from $X_1X_2=C/A$.

\begin{verbatim}
input Psi, Delta, phi, lambda, n1, N2
input modulus tolerance tau, allowed range of d
compute q0, q1, q2, P and a, b, c, g
rho = tan(Psi) * exp(i*Delta)
compute A, B, C
if all three vanish within data error:
    return "no thickness information"
s = sqrt(B*B - 4*A*C)
if abs(B-s) > abs(B+s): s = -s
Q = -(B+s)/2
if Q = 0: return "no usable phase"
roots = [C/Q]
if A is not 0: append Q/A
discard zero roots
misfit(X) = abs(log(abs(X)))
keep roots with misfit <= tau
if none remain: return "model or data rejected"
for each remaining X:
    d = P * ((-arg X) mod 2*pi)/(2*pi)
    list d + m*P within the allowed range
return the list, sorted by misfit
\end{verbatim}

The logarithm gives moduli $M$ and $1/M$ the same misfit. If the model is already trusted and only one root lies near the unit circle, that root can be taken directly, but its misfit should still be reported. If both lie near the circle, noise can give the wrong one the smaller misfit, so both must be kept. The cost per reading is constant: one complex square root for the discriminant and a few elementary functions. The interface coefficients can be stored while the angle, wavelength and indices stay fixed.

\section{Error propagation}

Let $F=AX^2+BX+C$ and $D=(1+abX)(c+gX)$. The derivation of Eq.~(\ref{quadratic}) shows that $\partial F/\partial\rho=D$. Keeping $F=0$ under a small change requires $D\,\delta\rho+(2AX+B)\,\delta X=0$. Define
\begin{equation}
\kappa=\frac{d\ln X}{d\ln\rho}
=-\frac{\rho D}{X(2AX+B)}.
\end{equation}
With angles in radians, $\ln\rho=\ln\tan\Psi+i\Delta$ gives
\begin{equation}
\delta\ln\rho=\frac{2\,\delta\Psi}{\sin2\Psi}+i\,\delta\Delta.
\end{equation}
The real part of $\delta d=iP\,\delta\ln X/(2\pi)$ and the change of modulus are
\begin{align}
\delta d&=-\frac{P}{2\pi}\mathrm{Im}(\kappa\,\delta\ln\rho),\nonumber\\
\delta\ln|X|&=\mathrm{Re}(\kappa\,\delta\ln\rho).
\label{errors}
\end{align}
The two parts of one complex error therefore have different roles: one moves the thickness, and the other moves the root off the unit circle.

At a double root $2AX+B=0$, and the linear estimate fails. Write the right side of the expression for $\rho$ as $R(X)=N/D$. At a solution $N=\rho D$, so $F_X=\rho D'-N'=-DR'(X)$. A double root is thus a stationary point of $R$ when $D\ne0$. Near it $A(\delta X)^2\simeq-D\,\delta\rho$, and the phase error grows as the square root of the data error.

\section{Worked inversion}

Take a film with $n_1=1.40$ on a substrate with $N_2=3.90-0.02i$, read at $\lambda=632.8$ nm and $\phi=70^\circ$. A thickness of 120 nm was used to generate the pair, which was then rounded to $\Psi=48.92^\circ$ and $\Delta=89.41^\circ$. The coefficients are
\begin{align}
a&=-0.21510, & b&=0.36055-0.00209i,\nonumber\\
c&=-0.50425, & g&=-0.56965+0.00184i.
\end{align}
The pair gives $\rho=0.01181+1.14707i$. For example,
\begin{align}
C&=(0.01181+1.14707i)(-0.50425)+0.21510\nonumber\\
&\simeq0.2091-0.5784i.
\end{align}
The others are $A=-0.1026+0.0516i$ and $B=-0.3069-0.6067i$. The discriminant is
\begin{equation}
B^2-4AC\simeq-0.3074+0.0918i,
\end{equation}
with square roots $\pm(0.0819+0.5605i)$. The minus sign adds constructively to $B$, so $Q\simeq0.1944+0.5836i$. Equation~(\ref{stable}) gives
\begin{align}
X_1&=-0.7847-0.6198i, & |X_1|&=0.99992,\nonumber\\
X_2&=0.7715-5.3007i, & |X_2|&=5.357.
\end{align}
The first root is selected. Since $\Psi>45^\circ$, the criterion above already guarantees uniqueness for exact data.

The selected phase is $-\arg X_1=141.697^\circ$, and the period is $P=304.883$ nm. Hence
\begin{equation}
d_0=304.883\,\frac{141.697}{360}\ \mathrm{nm}
=120.00\ \mathrm{nm}=1200.0\ \text{\AA}.
\end{equation}
The small departure of $|X_1|$ from one comes from rounding the angles.

The slopes are $1.239$ nm per degree of $\Psi$ and $0.2105$ nm per degree of $\Delta$. For assumed independent standard errors of $0.02^\circ$ and $0.10^\circ$,
\begin{equation}
\sigma_d=\sqrt{(1.239\times0.02)^2+(0.2105\times0.10)^2}\ \mathrm{nm}
=0.033\ \mathrm{nm}.
\end{equation}
This is repeatability within the model, not total accuracy.

The same slopes give the modulus noise. Here $P/(2\pi)=48.52$ nm, or 0.847 nm when multiplied by one degree in radians. Equation~(\ref{errors}) yields $\mathrm{Re}\,\kappa=-0.2105/0.847=-0.249$. With $2/\sin2\Psi=2.019$, it also yields $\mathrm{Im}\,\kappa=-1.239/(0.847\times2.019)=-0.725$. The assumed errors of $\Psi$ and $\Delta$ then change $\ln|X|$ by about $0.0002$ and $0.0013$. Their root-sum-square is $0.0013$, which sets the scale for $\tau$ at this thickness: a much smaller tolerance would reject good readings. The noise changes as the film grows, so the estimate should be repeated over the thickness range of interest.

Another film, 424.9 nm thick, gives the same pair at $70^\circ$. At $60^\circ$, the 120 nm film gives $(\Psi,\Delta)=(50.40^\circ,128.98^\circ)$ and the thicker one gives $(61.37^\circ,160.37^\circ)$. These differences far exceed the assumed noise, so the second angle separates the two orders. In general it fails to separate orders whose thickness difference lies close to a multiple of both periods.

\section{Checks of the inversion}

An independent value of $\rho$ was obtained by propagating the tangential fields through the film with Maxwell's first-order equations. Sixty-one thicknesses, from 0.5 nm to 0.5 nm below the period, were then inverted for the example's indices and angle. The largest thickness error was $8.5\times10^{-14}$ nm, which is rounding error. Over these samples the rejected modulus ranged from 2.77 to 8.73, so root selection has a wide margin in this system.

A wider search covered 147 combinations: film indices 1.35, 1.7 and 2.2, seven transparent or absorbing substrates, and angles from $50^\circ$ to $80^\circ$ in steps of $5^\circ$. It looked for crossings of $|X'|=1$ along a sampled phase period and found none. The margin is not always wide: the smallest rejected modulus in this set is about 1.05, on the substrate $0.2-3.5i$. For a film of index 1.46 on a silver-like substrate, $0.056-4.28i$, at $70^\circ$, it stays between 1.01 and 1.02, so a model error that shifts $\ln|X|$ by about 0.01 can blur the choice of root. The search does not exclude a pair of crossings between samples, and uniqueness does fail in other systems: for $n_1\approx1.31$, $N_2\approx0.90-0.04i$ and $\phi\approx14^\circ$, two thicknesses near 60 and 170 nm give the same reading, with $\Psi\approx42^\circ$. The algorithm therefore still keeps both roots when both pass.

\section{Failure modes}

\textit{Lost thickness information.} Near normal incidence $c\to-a$, $g\to-b$ and $\rho\to-1$. All three quadratic coefficients then vanish, because $s$ and $p$ light become equivalent. They also vanish for $n_1\to1$, where the first interface disappears and $\rho\to b/g$. For a film matched to its substrate, $b=g=0$ and $\rho=a/c$, again independent of thickness. In such cases, dividing small coefficients by one another turns noise into an apparent phase.

\textit{One remaining root.} If $A=0$ while $B\ne0$, the equation gives $X=-C/B$. This occurs, for instance, at the Brewster angle of the interface between film and transparent substrate, where $b=0$. Light from the ambient can reach that angle only if $1/n_1^2+1/n_2^2>1$, which most film and substrate pairs do not satisfy. The modulus of $X$ must still be tested.

\textit{Wrapping near zero.} If noise turns a very thin film's phase slightly past zero, Eq.~(\ref{thickness}) returns a value just below $P$. A process that starts from a bare wafer should treat such a result as a small negative error, provided its deposition history excludes a film almost one period thick.

\textit{A wrong model with an acceptable modulus.} An error that mainly rotates $X$ changes the thickness and leaves little trace in $|X|$. The modulus test is therefore necessary for consistency but cannot establish that the layer model is right.

\section{Use on a fluorocarbon film}

The example represents a plasma-deposited fluorocarbon film on a semiconductor wafer. Its indices are rough typical values, and the actual film index depends on deposition conditions. The following changes were introduced one at a time into the simulated reflection, with the other settings fixed, and inverted with the original model. Thickness bias is relative to 120 nm.

\begin{center}
\begin{tabular}{lrr}
Neglected effect & Bias (nm) & $|X|$\\
Interfacial oxide, 1.5 nm & $+1.47$ & 0.9990\\
Film index higher by 0.01 & $+1.33$ & 0.9824\\
Normal index higher by 0.005 & $+0.11$ & 0.9952\\
Roughness, 3 nm & $-0.09$ & 1.0004\\
Film absorption, $k=0.001$ & $-0.09$ & 0.9973\\
Wafer hotter by 100 K & $+0.08$ & 1.0046\\
Angle higher by $0.05^\circ$ & $-0.06$ & 0.9974
\end{tabular}
\end{center}

The oxide has index 1.46. The rough layer is half dense, with the total amount of film held fixed, and its index of 1.19 comes from Bruggeman mixing. This entry depends on the mixing rule: averaging the permittivity gives $+0.07$ nm, and averaging its inverse gives $-0.41$ nm. The hot-wafer case changes the substrate index by $3\times10^{-4}$ per kelvin and leaves the film unchanged. If heating also changed the film index by 0.01, that change alone would move the result by more than a nanometre.

The two largest biases are about forty times the estimated noise in thickness, but the modulus treats them differently. An index error of 0.01 shifts $\ln|X|$ by 0.018, about fourteen times its noise, and is readily flagged. The oxide shifts it by 0.001, which is below the noise: the inversion counts nearly the whole oxide as film and gives no usable warning. These comparisons hold at 120 nm and for one effect at a time. Shifts of opposite sign can cancel: the hot wafer together with a film index higher by 0.0026 gives $|X|=1$ and a bias of $+0.4$ nm. Conversely, the hot wafer and the angle error shift $\ln|X|$ by about 3.6 and 2 times its noise while moving the thickness by less than 0.1 nm, so the misfit does not measure the bias. Between 270 and 300 nm, close to a full period, the same index error of 0.01 biases the thickness by 3.5 to 3.9 nm and leaves $|X|$ almost unchanged. Above 301 nm, the period of that film, the lowest-order result wraps to a few nanometres. If an oxide may be present, it should be measured before deposition and included in the layer model. For a known oxide, $b$ and $g$ become the $p$ and $s$ reflection amplitudes of the oxide-covered wafer, seen from inside the film. The sum over internal reflections is otherwise unchanged, so the quadratic keeps its form.

For an assumed electron density of $10^{17}$ m$^{-3}$, the plasma lowers the ambient index by $1.8\times10^{-11}$, which is negligible beside the listed effects. Index gradients, lateral thickness variation and window birefringence were not sized. For this example, a sub-nanometre stopping criterion depends mainly on control of the film index and the interface; an incidence-angle error of $0.05^\circ$ matters much less. The numerical output gives the tabulated values with more digits.

\section*{Values computed for the example and the checks}
\begin{verbatim}
wavelength = 632.8 nm; angle = 70.0 deg
film index = 1.4; substrate index = 3.90 -0.02i
true thickness = 120.0 nm; thickness period = 304.883 nm
ambient/film a (p) = -0.21510; c (s) = -0.50425
film/substrate b (p) = 0.36055 -0.00209i
film/substrate g (s) = -0.56965 +0.00184i
rounded Psi = 48.92 deg; Delta = 89.41 deg
rho = 0.01181 +1.14707i; |rho| = 1.14713
A = -0.10258 +0.05161i
B = -0.30688 -0.60666i
C = 0.20914 -0.57840i
selected X = -0.78468 -0.61977i; modulus = 0.99992
rejected X = 0.77151 -5.30066i; modulus = 5.35652
selected phase -arg X = 141.697 deg
recovered thickness = 120.003 nm = 1200.03 angstrom
next thickness order = 424.886 nm
largest recovery error over period = 8.5e-14 nm
rejected modulus over period = 2.774 to 8.733
thickness slope with Psi = 1.2388 nm/deg
thickness slope with Delta = 0.2105 nm/deg
assumed noise: Psi 0.02 deg, Delta 0.1 deg
thickness noise = 0.033 nm
second angle = 60.0 deg
first order there: Psi 50.40, Delta 128.98 deg
next order there: Psi 61.37, Delta 160.37 deg
systems scanned = 147; with two unit roots = 0
rough layer index = 1.1945
wafer index slope = 3.0e-04 per K
neglected effect: thickness bias; selected modulus
oxide 1.5 nm, n=1.46: +1.474 nm; 0.99902
roughness 3.0 nm, half dense: -0.093 nm; 1.00044
film absorption k=0.001: -0.088 nm; 0.99727
film index higher by 0.01: +1.331 nm; 0.98240
normal index higher by 0.005: +0.108 nm; 0.99519
angle higher by 0.05 deg: -0.059 nm; 0.99737
wafer hotter by 100 K: +0.081 nm; 1.00458
electron density = 1.0e+17 m^-3
plasma index deficit = 1.80e-11
\end{verbatim}
